# Thermoreflectance of a bare half-space with coaxial Gaussian beams

## A steady beam and a point probe

Let a steady laser beam heat the surface of a thick solid of conductivity $\kappa$, and let no heat leave through the surface. A power $P$ entering at one surface point spreads over hemispheres of area $2\pi R^2$. The flux is therefore $P/(2\pi R^2)=-\kappa\,dT/dR$, and the temperature rise is $T=P/(2\pi\kappa R)$.

For a Gaussian beam the absorbed flux is

$$p(r)=\frac{2P}{\pi w_0^2}e^{-2r^2/w_0^2},$$

where $w_0$ is the radius at which the intensity has fallen to $1/e^2$ of its central value. The rise at the centre is the sum over all rings of the beam:

$$T(0)=\int_0^\infty \frac{p(r)}{2\pi\kappa r}\,2\pi r\,dr=\frac{2P}{\pi\kappa w_0^2}\int_0^\infty e^{-2r^2/w_0^2}dr=\frac{P}{\sqrt{2\pi}\,\kappa w_0}.$$

The last step uses $\int_0^\infty e^{-ar^2}dr=\tfrac12\sqrt{\pi/a}$ with $a=2/w_0^2$. The ring's circumference cancels the $1/r$ of the point source and leaves a plain Gaussian integral. With modulated heating and a probe of finite size the same cancellation leaves a Gaussian integral with a lower limit, which is a complementary error function.

## The measured quantity

The absorbed pump power is now modulated. Its oscillating part has amplitude $P$ and time factor $e^{i\omega t}$, so a delayed temperature has a negative phase. The solid fills $z>0$ and is homogeneous and isotropic, with heat capacity $C$ per volume and diffusivity $D=\kappa/C$. It obeys Fourier's law with constant properties. All heat enters at $z=0$, and the surface is otherwise insulated.

The probe is coaxial with the pump and has $1/e^2$ radius $w_1$. A small change of reflectance is taken as proportional to the surface temperature, so the signal is proportional to the temperature averaged over the normalized probe intensity $g(r)=(2/\pi w_1^2)e^{-2r^2/w_1^2}$. This average, $\Theta$, is

$$\Theta=\frac{P}{\sqrt{2\pi}\,\kappa W}F(x),\qquad F(x)=e^x\,\mathrm{erfc}\sqrt x,$$

$$x=\frac{i\omega W^2}{8D},\qquad W^2=w_0^2+w_1^2,\qquad \mathrm{Re}\sqrt x>0.$$

The function $F$ is thus the signal divided by its steady value. The 8 belongs to $1/e^2$ radii. If $1/e$ intensity radii $a_0,a_1$ are used, then $w^2=2a^2$ for each beam and $x=i\omega(a_0^2+a_1^2)/(4D)$.

## First derivation: distances on the surface

Away from a point source, $T(R)$ obeys $i\omega T=D\nabla^2T$. For a spherically symmetric field this reads $(RT)''=q_0^2\,RT$ with $q_0=\sqrt{i\omega/D}$. The root with $\mathrm{Re}\,q_0>0$ gives the decaying solution

$$T(R)=\frac{P}{2\pi\kappa R}e^{-q_0R}.$$

Its gradient is radial, so no heat crosses the surface away from the source. As $R\to0$ the flow through a small hemisphere tends to $P$, which fixes the factor.

The probe average adds this field over all pairs of a pump point and a probe point. It depends only on their separation, so the density of separations is needed. In one Cartesian direction, a pump coordinate $u$ and a probe coordinate $u+X$ contribute $\exp[-2u^2/w_0^2-2(u+X)^2/w_1^2]$. Completing the square in $u$ leaves the $X$-dependent exponent

$$-2X^2\left[\frac1{w_1^2}-\frac{1/w_1^4}{1/w_0^2+1/w_1^2}\right]
=-\frac{2X^2}{w_1^2}\left[1-\frac{w_0^2}{w_0^2+w_1^2}\right]=-\frac{2X^2}{W^2}.$$

The other direction gives the same form. The normalized density of separations is therefore $(2/\pi W^2)e^{-2R^2/W^2}$, a Gaussian of radius $W$. Hence

$$\Theta=\int_0^\infty\frac{2}{\pi W^2}e^{-2R^2/W^2}\,\frac{P e^{-q_0R}}{2\pi\kappa R}\,2\pi R\,dR
=\frac{2P}{\pi\kappa W^2}\int_0^\infty e^{-2R^2/W^2-q_0R}\,dR.$$

Since $\sqrt x=q_0W/(2\sqrt2)$, the exponent can be written

$$-\frac{2R^2}{W^2}-q_0R=-\left(\frac{\sqrt2R}{W}+\sqrt x\right)^2+x.$$

With $v=\sqrt2R/W+\sqrt x$ and $dR=(W/\sqrt2)\,dv$,

$$\Theta=\frac{\sqrt2P}{\pi\kappa W}e^x\int_{\sqrt x}^{\infty}e^{-v^2}dv
=\frac{\sqrt2P}{\pi\kappa W}\,\frac{\sqrt\pi}{2}\,e^x\mathrm{erfc}\sqrt x
=\frac{P}{\sqrt{2\pi}\,\kappa W}F(x).$$

The path runs from $\sqrt x$ parallel to the real axis, which is a valid path for the complementary error function.

## Second derivation: the Hankel integral

Define $\tilde f(k)=\int_0^\infty f(r)J_0(kr)\,2\pi r\,dr$, with inverse $f(r)=(1/2\pi)\int_0^\infty\tilde f(k)J_0(kr)\,k\,dk$. For a radial function this is the two-dimensional Fourier transform, because $J_0(kr)$ is the angular average of $e^{i\mathbf k\cdot\mathbf r}$. With $\mathbf k$ along one axis, a normalized Gaussian of radius $w$ needs only the identity

$$-\frac{2u^2}{w^2}+iku=-\frac2{w^2}\left(u-\frac{ikw^2}{4}\right)^2-\frac{k^2w^2}{8}.$$

The shifted Gaussian has unchanged area. The transforms are thus $\tilde p=Pe^{-k^2w_0^2/8}$ and $\tilde g=e^{-k^2w_1^2/8}$.

The heat equation becomes $\tilde T''=q^2\tilde T$, with $q^2=k^2+i\omega/D$ and primes for $d/dz$. The decaying solution is $\tilde T(0)e^{-qz}$, with $\mathrm{Re}\,q>0$. The surface condition $-\kappa\tilde T'(0)=\tilde p$ gives $\tilde T(0)=\tilde p/(\kappa q)$. Inserting the inverse transform of $T$ into the probe average, and doing the $r$ integral first, yields

$$\Theta=\frac1{2\pi}\int_0^\infty\tilde g\,\tilde T(0)\,k\,dk
=\frac{P}{2\pi\kappa}\int_0^\infty\frac{k\,e^{-k^2W^2/8}}{q}\,dk.$$

Now take $q$ as the variable. From $k^2=q^2-q_0^2$ follows $k\,dk=q\,dq$, so the denominator cancels:

$$\Theta=\frac{P}{2\pi\kappa}e^{q_0^2W^2/8}\int_{q_0}^{\infty}e^{-q^2W^2/8}\,dq.$$

The path starts at $q_0$ and approaches the real axis, because $\mathrm{Im}\,q^2=\omega/D$ stays constant while $\mathrm{Re}\,q^2$ grows. It may be replaced by the ray from $q_0$ parallel to the real axis. The integrand has no singularities, and on the short segment joining the two paths at large $\mathrm{Re}\,q$ it vanishes as $e^{-(\mathrm{Re}\,q)^2W^2/8}$. Setting $v=qW/(2\sqrt2)$, so that $dq=(2\sqrt2/W)\,dv$ and the lower limit is $\sqrt x$,

$$\Theta=\frac{P}{2\pi\kappa}\,\frac{2\sqrt2}{W}\,\frac{\sqrt\pi}{2}\,e^x\mathrm{erfc}\sqrt x=\frac{P}{\sqrt{2\pi}\,\kappa W}F(x).$$

## What each derivation assumes

Both roads use linear Fourier conduction, Gaussian beams and heating at the surface. The first needs the point-source field in closed form, which the uniform, insulated half-space supplies. It shows why the squared radii add: $W$ is the radius of the distribution of pump-probe distances.

The second needs only that the solid be uniform along the surface and isotropic within that plane. Layers or buried heating change $1/(\kappa q)$ into another function of $k$, and the integral over $k$ remains valid. The closed form then generally requires a new calculation, since it relied on the cancellation of $q$.

Full isotropy is sufficient but not necessary. Let the conductivity be $\kappa_r$ along the surface and $\kappa_z$ normal to it. Then $\kappa_zq^2=\kappa_rk^2+i\omega C$, the response is $1/(\kappa_zq)$, and $k\,dk=(\kappa_z/\kappa_r)\,q\,dq$. The integral becomes

$$\Theta=\frac{P}{2\pi\kappa_r}e^{x_r}\int_{q(k=0)}^\infty e^{-(\kappa_z/\kappa_r)q^2W^2/8}dq
=\frac{P\,F(x_r)}{\sqrt{2\pi\kappa_r\kappa_z}\,W},\qquad x_r=\frac{i\omega CW^2}{8\kappa_r}.$$

The phase then measures the in-plane diffusivity $\kappa_r/C$.

## Slow and fast modulation

For small $|x|$, the series $e^x=1+x+\dots$ and $\mathrm{erfc}\sqrt x=1-2\sqrt{x/\pi}+O(x^{3/2})$ give

$$F=1-2\sqrt{x/\pi}+x+O(x^{3/2}).$$

Because $\sqrt x=\sqrt{|x|}(1+i)/\sqrt2$, the phase starts as $-\sqrt{2|x|/\pi}$ radians. The heat then spreads much farther than $W$ in a period, and the amplitude is close to its steady value.

For large $|x|$, put $v=\sqrt x+s$ in the error-function integral and expand $e^{-s^2}$, since only small $s$ matters:

$$F=\frac2{\sqrt\pi}\int_0^\infty e^{-s^2-2s\sqrt x}ds
\simeq\frac2{\sqrt\pi}\left[\frac1{2\sqrt x}-\frac{2}{(2\sqrt x)^3}\right]
=\frac1{\sqrt{\pi x}}\left(1-\frac1{2x}\right).$$

The leading term gives $\Theta\simeq2P/(\pi W^2\kappa q_0)$. This is plane heating with flux $2P/(\pi W^2)$, the pump flux averaged over the probe. The phase approaches $-45^\circ$ from above, as $-\pi/4+1/(2|x|)$ radians.

## Diffusivity from the phase

The phase $\phi=\mathrm{Im}\ln F$ contains neither $P$ nor the reflectance coefficient. It depends on $D$ through $|x|$, and on a numerical grid from $|x|=10^{-6}$ to $10^3$ it falls steadily. In that range one phase therefore fixes one $|x|$, and $D=\omega W^2/(8|x|)$. If both radii are wrong by 1% in the same direction, $D$ is wrong by about 2%. With $x$ known, the amplitude gives $\kappa$, provided that $P$ and the reflectance coefficient are known.

Differentiating $F$ gives $F'=F-1/\sqrt{\pi x}$. At fixed $\omega$ and $W$, $d\ln x=-d\ln D$, so

$$S=\frac{d\phi}{d\ln D}=-\mathrm{Im}\frac{xF'}{F}=\mathrm{Im}\frac{\sqrt{x/\pi}}{F}-|x|.$$

## Example: bare lead

Take rough values for fcc lead at 300 K: $\kappa=35$ W/(m K) and $C=1.45$ MJ/(m³ K), hence $D=24.14$ mm²/s. The radii are $w_0=4$ µm and $w_1=3$ µm, so $W=5$ µm, and $P=1$ mW is absorbed. At 1 MHz

$$|x|=\frac{2\pi\times10^6\times25\times10^{-12}}{8\times2.414\times10^{-5}}=0.813,\qquad F=0.451-0.233i.$$

The steady value is $10^{-3}/(\sqrt{2\pi}\times35\times5\times10^{-6})=2.28$ K. Since $|F|=0.507$, the amplitude is 1.16 K, and the phase is $-27.3^\circ$. A finite-volume solution of the heat equation with these inputs differs from the complex signal by a relative $1.8\times10^{-5}$.

| $f$ (MHz) | $\lvert x\rvert$ | amplitude (K) | phase (deg) |
|---|---|---|---|
| 0.01 | 0.0081 | 2.12 | −4.0 |
| 0.1 | 0.081 | 1.82 | −11.4 |
| 1 | 0.813 | 1.16 | −27.3 |
| 10 | 8.13 | 0.447 | −41.6 |
| 100 | 81.3 | 0.143 | −44.6 |

At 1 MHz, $S=0.142$ rad, or $8.16^\circ$ per unit of $\ln D$. A phase error of $0.1^\circ$ thus changes $D$ by $0.1/8.16=1.2\%$. A numerical search puts the largest sensitivity at $|x|=0.80$, here 0.98 MHz.

## When heat enters below the surface

Light penetrates a finite depth $\delta$. Let both the heating and the probe weighting follow $e^{-z/\delta}/\delta$, and let the surface be insulated. Then

$$\tilde T''-q^2\tilde T=-\frac{\tilde p}{\kappa\delta}e^{-z/\delta},\qquad \tilde T=a\,e^{-z/\delta}+b\,e^{-qz}.$$

With $y=q\delta$, the equation gives $a=-\tilde p\delta/[\kappa(1-y^2)]$, and zero surface flux gives $b=-a/y$. The depth-weighted temperature is

$$\frac a2+\frac b{1+y}=a\,\frac{(y-1)(y+2)}{2y(1+y)}
=\frac{\tilde p}{\kappa q}\,\frac{1+y/2}{(1+y)^2}.$$

For small $y$ the last factor is $1-3y/2$. The response $1/(\kappa q)$ thus loses the constant $3\delta/(2\kappa)$. Since $\int_0^\infty k\,e^{-k^2W^2/8}dk=4/W^2$, the signal changes by

$$\Delta\Theta\simeq-\frac{3\delta P}{\pi\kappa W^2},\qquad
\frac{\Delta\Theta}{\Theta}\simeq-\frac{3\sqrt2}{\sqrt\pi}\,\frac{\delta}{W}\,\frac1F.$$

Removing a real positive amount from a lagging signal increases its lag. For a rough $\delta=15$ nm, the full factor shifts the phase at 1 MHz by $-0.37^\circ$. Interpreted with the surface formula, this gives a $D$ that is 4.4% too low. At 0.1 MHz the error is 2.0%. At 100 MHz the shift is $-4.3^\circ$, which takes the phase to about $-49^\circ$, below the surface model's high-frequency limit.

At fixed $|x|$ the first-order phase shift varies as $\delta/W$. Larger beams reduce it if the frequency is lowered as $1/W^2$ and the sample remains much thicker than both $W$ and the thermal length $\sqrt{2D/\omega}$.

## The model beside real lead

Lead suits the formula because it is opaque and its cubic lattice has an isotropic conductivity. The material values are rough typical ones, and the beams are of microscope size. Of the effects sized here for 1 MHz, surface absorption is the assumption whose failure moves $D$ most. The 4.4% above belongs to the assumed probe weighting $e^{-z/\delta}/\delta$. A real reflectance probe weights depth by the real part of a complex exponential, whose phase depends on how the dielectric function changes with temperature. For the same $\delta$ and typical optical constants the error then lies at roughly 2 to 5%, and it is larger near a wavelength where the thermoreflectance coefficient vanishes.

Thermal expansion has a smaller effect. Per unit volume, a dilatation $e$ at temperature $T_0$ takes up heat $3B\alpha T_0e$, where $B$ is the bulk modulus and $\alpha$ the linear expansion coefficient. Free expansion has $e=3\alpha\,\Delta T$, so the free and clamped heat capacities differ by $9B\alpha^2T_0$. This is 7.2% of $C$ for $B=46$ GPa and $\alpha=29$ ppm/K. In plane heating only the normal strain is free, and Hooke's law with Poisson ratio $\nu=0.44$ reduces $e$ by the factor $(1+\nu)/[3(1-\nu)]=0.857$. The effective $C$ is then 1.0% below its free value. For a spot comparable with the thermal length this is an estimate, not a bound.

The remaining estimates are small ratios, which are not themselves errors in $D$:

- The conductivity of air is 0.07% of that of lead.
- A mean absorbed power of 1 mW warms the spot centre by 2.85 K, which lowers $\kappa$ by about 0.11% if $\kappa$ falls by an assumed 0.04% per kelvin.
- The free-electron estimate of the mean free path is 2.3 nm, or 0.08% of the 2.77 µm thermal length. Its effect on $D$ can be larger than this ratio: the optical depth acts as a surface offset of $3\delta/2=22.5$ nm and moves $D$ by 4.4%, so an offset of one free path would move it by about 0.5%.
- For an assumed electron-lattice coupling $G=5\times10^{16}$ W/(m³ K), with heat carried by electrons, the lattice balance $i\omega CT_l=G(T_e-T_l)$ gives a relative temperature difference $\omega C/G$ of 0.02%. This difference is a phase lag of the lattice of $0.010^\circ$, so a probe that senses the lattice would give a $D$ about 0.1% too low. A lattice conductivity of 1 to 2 W/(m K), neglected here, raises this to 0.2 to 0.3%.

An oxide layer and surface roughness are not included, so these figures apply to a clean, smooth surface. The numerical output follows.

## Computed values

```
INPUT: fcc-Pb, rough typical values
conductivity            35.0 W/(m K)
heat capacity           1.45 MJ/(m^3 K)
temperature             300 K
diffusivity D           24.138 mm^2/s
pump, probe radius      4.0, 3.0 um
combined radius W       5.00 um
absorbed amplitude P    1.00 mW
RESULT AT 1 MHz
|x|                     0.8134
F(x) real, imaginary    0.45063, -0.23274
steady prefactor        2.2797 K
signal amplitude        1.1562 K
signal phase            -27.315 deg
finite-volume amplitude 1.1562 K
finite-volume phase     -27.314 deg
relative difference     1.8e-05
thermal length          2.772 um
TABLE: last column = phase shift from optical depth
f/MHz    |x|      ampl/K   phase/deg  shift/deg
0.01     0.0081   2.1215   -3.957     -0.030
0.10     0.0813   1.8185   -11.441    -0.102
1.00     0.8134   1.1562   -27.315    -0.369
10.00    8.1345   0.4471   -41.614    -1.364
100.00   81.3448  0.1426   -44.648    -4.340
SENSITIVITY OF PHASE TO ln D
at 1 MHz                8.160 deg
largest value           8.160 deg
reached at |x|          0.798
reached at frequency    0.981 MHz
D error per 0.1 deg     1.23 % at 1 MHz
NEGLECTED EFFECTS (rough inputs)
optical depth           15 nm
false D change, 0.1 MHz -2.02 %
false D change, 1.0 MHz -4.42 %
air conductivity        0.026 W/(m K)
air/solid conductivity  0.074 %
steady centre rise      2.850 K at mean power P
kappa fall per kelvin   0.040 %
kappa fall from heating 0.114 %
electron free path      2.34 nm
free path/thermal length 0.084 %
electron-lattice coupling 5.0e+16 W/(m^3 K)
electron-lattice lag    0.018 % at 1 MHz
bulk modulus, Poisson   46 GPa, 0.44
linear expansion        29 ppm/K
free-to-clamped C span  7.20 %
C fall, plane heating   1.03 %
```
